# Why a Metal s Orbital above a Graphene Hexagon Misses Zone-Corner States

## Symmetry fixes the form of the coupling

Place a metal s orbital on the vertical axis through the centre of a graphene hexagon. A turn by 120° about this axis leaves the orbital unchanged and carries each carbon sublattice into itself. If a carbon state acquires a phase factor other than 1 under the same turn, its matrix element with the s orbital must equal itself times that factor, and is therefore zero. The zone-corner states are of this kind.

This argument also restricts the behaviour close to a corner. The coupling is a smooth function of the wavevector $\mathbf q$ measured from the corner and vanishes at $\mathbf q=0$, so its leading term can be linear. Turning $\mathbf q$ by 120° must multiply this term by the same phase factor as the corner state. A linear term can do so only if it is proportional to $q_x-iq_y$ on one sublattice and $q_x+iq_y$ on the other, so its magnitude does not depend on the direction of $\mathbf q$. The available energy is the metal-carbon hopping $t_s$ and the available length is the carbon-carbon distance $a$. The magnitude of the linear term on each sublattice is then a number times $t_s a|\mathbf q|$. The explicit phase sum supplies that number.

The assumptions are flat, unstrained graphene with one $p_z$ orbital per carbon, and equal hopping from the metal orbital to the six atoms of the hexagon. Orbitals on different atoms are at first taken as orthogonal.

## Geometry and rotation factors

Put the origin at the hexagon centre. The three A atoms of the hexagon are at $\mathbf d_j$ and the three B atoms at $-\mathbf d_j$, where

$$
\mathbf d_1=a(0,1),\quad
\mathbf d_2=a\left(-\tfrac{\sqrt3}{2},-\tfrac12\right),\quad
\mathbf d_3=a\left(\tfrac{\sqrt3}{2},-\tfrac12\right). \tag{1}
$$

They satisfy $\mathbf d_1+\mathbf d_2+\mathbf d_3=0$. The lattice vectors are $\mathbf a_1=\sqrt3a(1,0)$ and $\mathbf a_2=\sqrt3a(\tfrac12,\tfrac{\sqrt3}{2})$. The two inequivalent zone corners are $\mathbf K$ and $\mathbf K'=-\mathbf K$, with

$$
\mathbf K=\left(\frac{4\pi}{3\sqrt3\,a},0\right),\qquad
\mathbf K\cdot\mathbf d_j=0,\;-\frac{2\pi}{3},\;+\frac{2\pi}{3}. \tag{2}
$$

For $N$ unit cells, the Bloch sums are

$$
|A,\mathbf k\rangle=\frac1{\sqrt N}\sum_{\mathbf r\in A}e^{i\mathbf k\cdot\mathbf r}|\mathbf r\rangle, \tag{3}
$$

and likewise for B. The phases refer to the atomic positions.

Let $R$ be the 120° turn. To find how the corner amplitude changes under it, first take a lattice vector. Since $R\mathbf a_1=\mathbf a_2-\mathbf a_1$ and $R\mathbf a_2=-\mathbf a_1$, while $\mathbf K\cdot\mathbf a_1=4\pi/3$ and $\mathbf K\cdot\mathbf a_2=2\pi/3$,

$$
\mathbf K\cdot(R\mathbf a_1-\mathbf a_1)=-2\pi,\qquad
\mathbf K\cdot(R\mathbf a_2-\mathbf a_2)=-2\pi. \tag{4}
$$

The ratio $e^{i\mathbf K\cdot R\mathbf r}/e^{i\mathbf K\cdot\mathbf r}$ is thus the same on every A site, and may be evaluated at $\mathbf r=\mathbf d_1$, where $R\mathbf d_1=\mathbf d_2$. With $\omega=e^{2\pi i/3}$ it equals $e^{i\mathbf K\cdot(\mathbf d_2-\mathbf d_1)}=\omega^*$. On B the positions change sign and the ratio is $\omega$.

Now let $h(|\mathbf r|)$ be a hopping that depends on the in-plane distance $|\mathbf r|$, with no restriction to nearest neighbours. Relabelling the sites by $\mathbf r\to R\mathbf r$ gives

$$
M_A=\sum_{\mathbf r\in A}h(|\mathbf r|)e^{i\mathbf K\cdot\mathbf r}
=\sum_{\mathbf r\in A}h(|\mathbf r|)e^{i\mathbf K\cdot R\mathbf r}
=\omega^*M_A. \tag{5}
$$

Hence $(1-\omega^*)M_A=0$ and $M_A=0$. The same step with $\omega$ gives $M_B=0$. If the orbitals are not orthogonal, their overlaps have the same rotational symmetry and their sums vanish too.

## The three-phase cancellation

For nearest neighbours the result can be read directly from three terms. Define

$$
f(\mathbf k)=\sum_{j=1}^3e^{i\mathbf k\cdot\mathbf d_j}. \tag{6}
$$

Equation (3) and the six equal hoppings give

$$
\sqrt N\langle s|H|A,\mathbf k\rangle=t_sf(\mathbf k),\qquad
\sqrt N\langle s|H|B,\mathbf k\rangle=t_sf^*(\mathbf k). \tag{7}
$$

The conjugate appears because the B atoms are at $-\mathbf d_j$. At the corner, (2) gives

$$
f(\mathbf K)=1+\omega^*+\omega=1+2\cos120^\circ=0. \tag{8}
$$

Both elements in (7) vanish at $\mathbf K$. At $\mathbf K'$ the sum is the conjugate of (8), so both vanish there as well. The matrix element is linear in the carbon state, so any mixture of the four corner states, across sublattices and valleys, is also uncoupled.

The result extends to a set of metal orbitals above different hexagons. Moving the orbital by a lattice vector $\mathbf L$ multiplies (7) by $e^{i\mathbf k\cdot\mathbf L}$, and zero remains zero. A corner state is thus uncoupled from each member of the set, whatever their relative phases.

A finite periodic sheet shows the same thing. A sheet of 72 atoms, six cells by six, contains both corners and has four zero-energy states. Diagonalization with one added orbital above a hexagon leaves four. With the orbital above one atom, three are left: one combination of the corner states has weight on that atom and couples, while the three combinations orthogonal to it do not.

The cancellation belongs to the corners. At the zone centre the three phases are equal, $f=3$, and the coupling per sublattice is $3t_s$.

## Linear coupling near a corner

Set $\mathbf k=\mathbf K+\mathbf q$ with $a|\mathbf q|\ll1$. The zeroth-order term is (8). The first-order term is

$$
\begin{aligned}
f&\simeq i\sum_je^{i\mathbf K\cdot\mathbf d_j}\,\mathbf q\cdot\mathbf d_j\\
&=ia\left[q_y\left(1-\frac{\omega+\omega^*}{2}\right)+\frac{\sqrt3}{2}q_x(\omega-\omega^*)\right]\\
&=ia\left[\tfrac32q_y+\tfrac{3i}{2}q_x\right]
=-\tfrac32a(q_x-iq_y).
\end{aligned} \tag{9}
$$

Here $\omega+\omega^*=-1$ and $\omega-\omega^*=i\sqrt3$. Therefore $|f|=\tfrac32a|\mathbf q|$, which supplies the missing number $3/2$.

The same function sets the graphene energy. The bonds from an A atom to its B neighbours are $\mathbf d_1,\mathbf d_2,\mathbf d_3$; for example, the hexagon neighbour of $\mathbf d_1$ at $-\mathbf d_3$ is displaced by $-\mathbf d_3-\mathbf d_1=\mathbf d_2$. With carbon hopping $-t$, the off-diagonal element is $H_{AB}=-tf$, and the energies are

$$
E_s=s\,t|f|,\qquad s=\pm1. \tag{10}
$$

The magnitude of the coupling per sublattice is therefore

$$
\sqrt N|\langle s|H|A,\mathbf k\rangle|=t_s\frac{|E|}{t}, \tag{11}
$$

where the label $s$ inside the bracket denotes the metal orbital. Within the nearest-neighbour model this relation holds beyond the linear region, because both sides contain the same $|f|$.

## Coupling to the actual bands

A band state contains both sublattices, and their amplitudes interfere. Write $f=|f|e^{i\varphi}$. The normalized eigenvector for band $s$ is

$$
(c_A,c_B)=\frac1{\sqrt2}\left(1,-s e^{-i\varphi}\right). \tag{12}
$$

The first row of the eigenvalue equation confirms the sign: $-tf(-se^{-i\varphi})=st|f|$. Combining (7) and (12),

$$
V_s=\frac{t_s|f|}{\sqrt{2N}}\left(e^{i\varphi}-s e^{-2i\varphi}\right). \tag{13}
$$

The squared modulus of the bracket is $2-2s\cos3\varphi$, so

$$
N|V_s|^2=t_s^2|f|^2(1-s\cos3\varphi). \tag{14}
$$

The coupling depends on direction as well as distance from the corner. At equal $\mathbf k$, the mean over the two bands is $t_s^2|f|^2=t_s^2(E/t)^2$.

## Width of the metal level

Let the metal level lie at energy $E$ after any level shift has been included. Its golden-rule half-width due to graphene is

$$
\Delta(E)=\pi\sum_{\mathbf k,s}|V_s|^2\delta(E-E_s). \tag{15}
$$

The density of states per cell and spin follows from the cell area $A_c=3\sqrt3a^2/2$, the two valleys and $q=2|E|/(3at)$:

$$
\rho=2\frac{A_c}{(2\pi)^2}2\pi q\frac{dq}{d|E|}
=\frac{A_c}{\pi}\frac{4|E|}{9a^2t^2}
=\frac{2|E|}{\sqrt3\pi t^2}. \tag{16}
$$

The contours at $+E$ and $-E$ coincide in $\mathbf k$ space. Averaging the two widths removes the cosine in (14), with the result

$$
\Delta_{\rm h}=\pi t_s^2\left(\frac Et\right)^2\rho
=\frac{2}{\sqrt3}\frac{t_s^2|E|^3}{t^4}. \tag{17}
$$

The last form is the leading one for $|E|\ll t$. One power of $|E|$ comes from the density of states and two from the phase cancellation.

For comparison, let the orbital couple to a single atom with the same $t_s$. Half the weight of each band state is on that sublattice, so $N|V|^2=t_s^2/2$ and

$$
\Delta_{\rm t}=\frac{\pi t_s^2\rho}{2}
=\frac{t_s^2|E|}{\sqrt3t^2},\qquad
\frac{\Delta_{\rm h}}{\Delta_{\rm t}}=2\left(\frac Et\right)^2. \tag{18}
$$

This ratio holds the hopping fixed. It leaves out the change of bond length between the two positions, but includes the change from six coupled atoms to one.

## Numerical example

Take rough values for graphene under an unnamed metal: $a=0.142$ nm, $t=2.7$ eV, $t_s=0.5$ eV and $E=0.2$ eV. The coupling per sublattice is

$$
t_s\frac Et=0.5\times\frac{0.2}{2.7}=0.037\ {\rm eV}, \tag{19}
$$

compared with 1.5 eV at the zone centre. Equations (17) and (18) give

$$
\begin{aligned}
\Delta_{\rm h}&=\frac{2}{\sqrt3}\frac{(0.5)^2(0.2)^3}{(2.7)^4}\ {\rm eV}=43\ \mu{\rm eV},\\
\Delta_{\rm t}&=\frac{(0.5)^2(0.2)}{\sqrt3(2.7)^2}\ {\rm eV}=4.0\times10^3\ \mu{\rm eV}.
\end{aligned} \tag{20}
$$

The ratio is 0.011. The occupation of the metal level decays at the rate $2\Delta/\hbar$, so the corresponding transfer times are 7.6 ps and 0.083 ps.

Direct integration of (15), with band states from diagonalizing the Bloch Hamiltonian on meshes around both valleys, gives 43.6 μeV for the hexagon position when the delta function is replaced by a window of ±5% in energy. The window and mesh raise the result slightly: along the exact energy contour the value is 43.54 μeV, against 43.46 μeV from (17). Halving the energy gives fitted powers of 3.00 for the hexagon and 1.00 for the single atom. The remaining values are in the numerical output.

## A weak width can accompany a large level shift

Most states far from the corners do couple, and they move the metal level even when they cannot broaden it at the chosen energy. At zero energy, second-order coupling gives

$$
\begin{aligned}
\Sigma(0)&=\sum_{\mathbf k,s}\frac{|V_s|^2}{0-E_s}\\
&=\frac{t_s^2}{Nt}\sum_{\mathbf k}|f|\left[(1+\cos3\varphi)-(1-\cos3\varphi)\right]\\
&=\frac{2t_s^2}{t}\left\langle|f|\cos3\varphi\right\rangle_{\mathbf k}.
\end{aligned} \tag{21}
$$

The first term in the square bracket comes from the lower band and the second from the upper. For the example the shift is $+0.22$ eV, as large as the chosen $E$. The quantity $|f|\cos3\varphi$ takes both signs across the zone, and its computed average is positive. Its largest value, 3, is at the zone centre, where $\varphi=0$: by (14) the upper band is uncoupled there, while the lower band couples and pushes the metal level upward.

The shift is the reason for defining $E$ in (15) as the final level position. It also varies with energy, which changes the weight and width of the resonance. In this example the weight is lowered by about 6% for the hexagon position and about 3% for the single atom, corrections not included in the transfer times above.

## Farther carbon atoms

Equation (5) shows that farther atoms preserve the zero. They do change the slope. The next A atoms lie at $-2\mathbf d_j$, with hopping $t_2$. Because $3\mathbf K\cdot\mathbf d_j$ is a multiple of $2\pi$, their corner phases satisfy $e^{-2i\mathbf K\cdot\mathbf d_j}=e^{i\mathbf K\cdot\mathbf d_j}$. Their contribution to the linear term differs from (9) by the factor $-2t_2/t_s$, and the slope becomes

$$
\frac32at_s\left(1-\frac{2t_2}{t_s}\right). \tag{22}
$$

To estimate $t_2$, put the metal at height $z=0.20$ nm and let the hopping vary with in-plane distance $r$ as

$$
h(r)\propto\frac zD e^{-D/\lambda},\qquad D=\sqrt{r^2+z^2}, \tag{23}
$$

with $\lambda=0.05$ nm. The factor $z/D$ is the direction cosine of an s-$p_z$ bond. Then $t_2=0.046$ eV and the slope factor is 0.82. Summing the farther shells as well gives 0.81. The width near the corner is multiplied by the square, 0.65, which lowers 43 μeV to about 28 μeV.

## Loss of the zero when the orbital moves

Let the orbital shift sideways by a small vector $\mathbf u$ at fixed height. Its distance from A atom $j$ changes by $-\hat{\mathbf d}_j\cdot\mathbf u$, where $\hat{\mathbf d}_j=\mathbf d_j/a$. With $g=-d\ln h/dr$ at $r=a$, the hopping becomes $t_s(1+g\hat{\mathbf d}_j\cdot\mathbf u)$. The constant part cancels by (8). The rest has the same phase sum as (9), so

$$
\sqrt N|\langle s|H|A,\mathbf K\rangle|
=\frac32t_sg|\mathbf u|. \tag{24}
$$

The B result has the same magnitude. From (23),

$$
g=\frac aD\left(\frac1\lambda+\frac1D\right)=13.9\ {\rm nm}^{-1}, \tag{25}
$$

where $D$ is evaluated at $r=a$.

Near the corner the total amplitude is the sum of (24) and the term linear in $\mathbf q$. The latter rotates in phase as $\mathbf q$ goes round the corner, so the cross term averages to zero. To leading order, and averaged over $\pm E$,

$$
\Delta(\mathbf u)=\pi\rho t_s^2\left[\left(\frac Et\right)^2+\left(\frac{3g|\mathbf u|}{2}\right)^2\right]. \tag{26}
$$

The two terms are equal at $|\mathbf u|=0.0035$ nm. For a root-mean-square sideways displacement of 0.010 nm (both directions together), a value inside the room-temperature range of about 0.004 to 0.024 nm for the masses and vibration quanta quoted in the last section, (24) gives 0.10 eV; the sum over all shells without the linear expansion gives 0.091 eV. In the nearest-neighbour estimate the second term of (26) is 8.0 times the first, so the total width is nine times $\Delta_{\rm h}$. This treats the displacement as frozen and omits exchange of energy with the vibration. It also keeps the carbon atoms fixed. Their out-of-plane motion breaks the threefold symmetry too: treating them as independent oscillators with quanta of 40 to 110 meV at 300 K adds roughly 8 to 2 times $\Delta_{\rm h}$, which is not included in the estimates here.

## Other orbitals and positions

The zero also depends on the orbital's symmetry. A $p_x$ orbital has hopping proportional to the cosine of the bond's in-plane angle. For the three A atoms these cosines are $0,-\sqrt3/2,\sqrt3/2$, and

$$
\sum_j\cos\theta_j\,e^{i\mathbf K\cdot\mathbf d_j}
=\frac{\sqrt3}{2}(\omega-\omega^*)=\frac{3i}{2}. \tag{27}
$$

The B sum has the same magnitude. If surroundings without threefold symmetry mix $p_x$ into the s orbital, and the full $p_x$ hopping equals $t_s$, a $p_x$ weight of $(2E/3t)^2=0.0024$ gives a coupling as large as (19).

Position matters at least as much. With the height and hopping law held fixed, the corner coupling above an A atom is about 1.3 eV to A and zero to B. The B atoms then surround the orbital with threefold symmetry, and their phases cancel as in (8). Above the middle of a bond it is 0.79 eV to each sublattice.

## Relation to a metal contact

The graphene values are typical rough values. A height of 0.20 nm suits a strongly bound metal; weakly bound metals sit nearer 0.3 nm, where the hopping is smaller. The values of $t_s$ and $\lambda$ are order-of-magnitude choices. A thermal spread of energies shaped as the derivative of the Fermi function at 300 K, centred at 0.2 eV, raises the mean of $|E|^3$ by 16%, a smaller effect than vibration.

A contact need not satisfy the assumption that every metal atom sits above a hexagon centre. Lattice mismatch places atoms at other positions, where this model gives corner couplings up to the order of 1 eV instead of zero. Contact metals may also supply p and d orbitals at the relevant energy, and the metals that bind near 0.2 nm do so mainly through d states. Orbitals unchanged by the 120° turn, such as $p_z$ and $d_{z^2}$, keep the zero above a hexagon centre; $p_x$, $p_y$ and the other four d orbitals do not. The widths in (20) therefore describe one orbital in a specified position; they do not determine a contact resistance. Within this model, choosing hexagon positions weakens the coupling if the metal states near the Dirac energy are s-like and the lattices match. Approaching the width in (17) would also require sideways displacements well below 0.0035 nm. For atoms with masses from nickel to gold and vibration quanta of 8 to 25 meV, zero-point motion alone is roughly 0.003 to 0.009 nm (root mean square, both sideways directions together), so that width is an ideal limit for a rigid structure. With the 0.010 nm displacement used above and the same $t_s$ at both positions, the hexagon width is about one tenth of $\Delta_{\rm t}$ in the nearest-neighbour estimate, and about 7% of it when all shells are summed for the hexagon position while $\Delta_{\rm t}$ keeps its single-atom value. An orbital above an atom at the same height and with the hopping law (23) has a width of about 25 meV, and the hexagon width is then about 1% of that.

## Computed results

```
C-C distance a: 0.142 nm
carbon hopping t: 2.70 eV
metal-carbon hopping t_s: 0.50 eV
metal height: 0.20 nm
hopping decay length: 0.05 nm
energy from Dirac point E: 0.20 eV
temperature: 300 K, kT: 0.0259 eV
K length: 17.031 1/nm
A phases at K: 0 -120 120 degrees
B phases at K: 0 120 -120 degrees
largest corner coupling, nearest: 4.6e-16 eV
largest corner coupling, all shells: 4.6e-16 eV
coupling per sublattice at zone centre: 1.500 eV
zero modes, 72-atom sheet, orbital over hexagon: 4
zero modes, 72-atom sheet, orbital over atom: 3
q at E: 0.3478 1/nm
residual coupling t_s E/t: 0.0370 eV
hollow half-width, formula: 43.46 ueV
hollow half-width, mesh mean: 43.61 ueV
hollow half-width, mesh at +E: 43.67 ueV
hollow half-width, mesh at -E: 43.54 ueV
top half-width, formula: 3959.9 ueV
top half-width, mesh mean: 3963.9 ueV
hollow/top width ratio, formula: 0.01097
hollow/top width ratio, mesh: 0.01100
energy power, hollow: 3.002, top: 1.002
transfer time, hollow: 7.57 ps, top: 0.0831 ps
second-shell hopping t_2: 0.0458 eV
slope factor, two shells: 0.8166
slope factor, all shells: 0.8065
width factor, all shells: 0.6504
thermal factor on hollow width: 1.1649
in-plane hopping decay rate g: 13.939 1/nm
shift equal to residual coupling: 0.00354 nm
vibration amplitude taken: 0.010 nm
corner coupling from vibration, linear: 0.1045 eV
corner coupling from vibration, all shells: 0.0909 eV
vibration/residual width ratio: 7.97
p_x phase sum at K on A: 1.500, on B: 1.500
p_x weight equal to residual (same hopping): 0.00244
corner coupling over A atom: A 1.255, B 0.000 eV
corner coupling at bridge: A 0.786, B 0.786 eV
level shift of hollow orbital at E=0: 0.2172 eV
```
